\section*{Why LDA leaves fractional charges on dissociated NaCl}

\section*{Question}

I am trying to understand the dissociation limit of NaCl in the local density approximation (LDA). When I pull the atoms apart, the calculation does not settle on neutral Na and neutral Cl: part of an electron stays on the chlorine, however far apart the atoms are.

An exercise asks me to predict this charge by giving each atom an energy quadratic in its electron number and minimizing the sum. It then asks me to show that piecewise-linear energies give neutral atoms. I am stuck in two places. First, I do not know what fixes the coefficients of the parabolas. Second, a straight line has no stationary point, so setting the derivative to zero gives me nothing in the linear case. How does one get neutral atoms out of it, and is it true for any pair of atoms?

\section*{Answer}

The stationary-point condition is a tool for the curved case. What you want in both cases is the lowest energy over the allowed charges, and for straight lines that lies at a corner. That corner is not automatically the neutral one: a condition on ionization energies and electron affinities is needed, and it appears below. I use Hartree atomic units.

\subsection*{The energy to be minimized}

Let $q$ electrons pass from Na to Cl, so that the atoms carry charges $+q$ and $-q$. Take first $0\le q\le 1$. At separation $R$ the leading interaction of the two charges is $-q^2/R$, which vanishes as $R\to\infty$. The energy is then a sum of fragment energies,
\begin{equation}
E(q)=E_{\rm Na}(+q)+E_{\rm Cl}(-q),
\end{equation}
where the arguments are net charges. The total number of electrons is fixed, so $q$ is the one variable.

A fractional $q$ can occur even when every orbital of the molecule is fully occupied. One spin orbital may be spread over both atoms, $\sqrt{1-q}\,\phi_{3s}+\sqrt q\,\phi_{3p}$. At large $R$ the two parts do not overlap, and each atom sees a fractionally occupied orbital. I take the unpaired Na electron to have the spin of the hole in the Cl $3p$ shell, so the transfer conserves spin.

\subsection*{Fixing the parabolas}

Write the Na energy as $E_{\rm Na}(+q)=E_{\rm Na}(0)+bq+\tfrac12 c_{\rm Na}q^2$, where $c_{\rm Na}$ is its second derivative. At $q=1$ the energy must have risen by the ionization energy $I=E_{\rm Na}(+1)-E_{\rm Na}(0)$. Hence $b+\tfrac12c_{\rm Na}=I$, or $b=I-\tfrac12c_{\rm Na}$, and
\begin{equation}
E_{\rm Na}(+q)=E_{\rm Na}(0)+Iq-\tfrac12c_{\rm Na}\,q(1-q).
\end{equation}
For Cl the energy falls by the electron affinity $A=E_{\rm Cl}(0)-E_{\rm Cl}(-1)$ when a whole electron is added. The same steps, with $-A$ in place of $I$, give
\begin{equation}
E_{\rm Cl}(-q)=E_{\rm Cl}(0)-Aq-\tfrac12c_{\rm Cl}\,q(1-q).
\end{equation}
The last term of each parabola vanishes at both integers, so the curvature can be changed without touching $I$ or $A$. At $q=\tfrac12$ it equals $-c/8$, which is the distance of the parabola below its chord. For either atom, with $E(q)$ now denoting its energy after transfer $q$,
\begin{equation}
c=8\left[\frac{E(0)+E(1)}{2}-E(\tfrac12)\right].
\label{eq:curv}
\end{equation}
Three energies per atom therefore fix everything.

\subsection*{The minimum}

Define $\Delta=I-A$ and $C=c_{\rm Na}+c_{\rm Cl}$. Relative to neutral atoms,
\begin{equation}
\Delta E(q)=\Delta\,q-\tfrac12C\,q(1-q).
\label{eq:quad}
\end{equation}
Its derivatives are
\begin{equation}
\Delta E'(q)=\Delta-\tfrac12C+Cq,\qquad \Delta E''(q)=C .
\end{equation}
For $C>0$ the zero of the first derivative is a minimum:
\begin{equation}
q^*=\frac12-\frac{\Delta}{C}.
\label{eq:qstar}
\end{equation}
This holds if $q^*$ lies between 0 and 1, that is, if $|\Delta|<C/2$. If $\Delta\ge C/2$, the derivative is nowhere negative on the interval and the minimum is at $q=0$. If $\Delta\le -C/2$, it is nowhere positive and the minimum is at $q=1$.

For the depth of an interior minimum, use $\Delta-\tfrac12C=-Cq^*$ from Eq.~(\ref{eq:qstar}):
\begin{equation}
\Delta E(q^*)=\left(\Delta-\tfrac12C\right)q^*+\tfrac12Cq^{*2}
=-Cq^{*2}+\tfrac12Cq^{*2}=-\tfrac12Cq^{*2}.
\label{eq:depth}
\end{equation}
The fractionally charged pair lies below the neutral atoms, so the dissociation curve tends to the wrong limit in energy as well as in charge.

\subsection*{What the minimum means for the orbitals}

In a Kohn--Sham calculation with orbitals $\phi_j$ and occupations $n_j$, change one occupation $n_i$. The explicit change of the energy per unit occupation is $\langle\phi_i|h|\phi_i\rangle=\varepsilon_i$, with $h$ the Kohn--Sham Hamiltonian for that spin. The orbitals also relax, but this contributes
\begin{equation}
\sum_j n_j\left(\langle\delta\phi_j|h|\phi_j\rangle+\langle\phi_j|h|\delta\phi_j\rangle\right)
=\sum_j n_j\varepsilon_j\,\delta\langle\phi_j|\phi_j\rangle=0,
\end{equation}
because the orbitals stay normalized. Thus $\partial E/\partial n_i=\varepsilon_i$. Na loses electrons as $q$ grows and Cl gains them, so
\begin{equation}
\Delta E'(q)=\varepsilon_{3p}^{\rm Cl}(q)-\varepsilon_{3s}^{\rm Na}(q).
\label{eq:levels}
\end{equation}
Charge flows from neutral Na if the partly empty Cl level lies below the occupied Na level. The flow raises the Cl level and lowers the Na level until they meet. This condition does not assume parabolas, so it can check them.

\subsection*{Numbers for Na and Cl}

I used nonrelativistic, spin-polarized LDA with Slater exchange and VWN5 correlation (the RPA-fitted VWN form changes the numbers below slightly: $\Delta=0.052$ in place of $0.054$, and a self-consistent charge of $0.382$ in place of $0.378$), in the $s$ and $p$ functions of the def2-QZVPPD basis. The fractional occupation of Cl is spread equally over the three $3p$ orbitals of one spin, which keeps the atom spherical. A hole oriented along the molecular axis, with $d$ functions allowed, changes the numbers a little: the self-consistent charge becomes $0.384$ in place of $0.378$, and the minimum lies $0.037$ below neutral atoms with an oriented hole. In LDA the oriented neutral Cl atom is itself $0.002$ above the spherical one.

The self-consistent energies, in hartree, are:
\begin{center}
\begin{tabular}{lccc}
 & $q=0$ & $q=\tfrac12$ & $q=1$\\
Na & $-161.44114$ & $-161.36305$ & $-161.24415$\\
Cl & $-458.67048$ & $-458.78084$ & $-458.81377$
\end{tabular}
\end{center}
The differences between the end columns give $I=0.1970$ and $A=0.1433$, so $\Delta=0.0537$. Equation~(\ref{eq:curv}) gives
\begin{align}
c_{\rm Na}&=8\,(-161.34265+161.36305)=0.163,\\
c_{\rm Cl}&=8\,(-458.74213+458.78084)=0.310,
\end{align}
and $C=0.473$. Therefore
\begin{align}
q^*&=0.5-\frac{0.0537}{0.473}=0.386,\\
\Delta E(q^*)&=-\tfrac12(0.473)(0.386)^2=-0.035 .
\end{align}
The predicted charges are about $\pm0.39\,e$, and the energy is about $0.96$~eV below neutral atoms.

A direct self-consistent search for equal levels gives $q=0.378$ and an energy of $-0.0359$ ($-0.98$~eV). Relative to these direct values, the parabolas miss the charge by 2.3\% and the depth by 1.7\%. In the neutral atoms the levels are $-0.113$ for Na $3s$ and $-0.305$ for Cl $3p$, so Eq.~(\ref{eq:levels}) gives an initial slope of $-0.192$. At the direct minimum both levels are $-0.178$.

The last digits belong to the basis. At the basis-set limit the total energies are lower by about $0.006$ for Na and $0.001$ for Cl, and $I=0.1973$, $A=0.1434$, $\Delta=0.0539$, $c_{\rm Na}=0.164$, with an initial slope of $-0.191$. The charges $0.386$ and $0.378$ and the depth $-0.0359$ keep the digits shown.

The whole interval can be compared with the straight line through the same integer energies (hartree, relative to neutral atoms):
\begin{center}
\begin{tabular}{cccc}
$q$ & direct LDA & quadratic & linear\\
0.25 & $-0.0319$ & $-0.0309$ & $0.0134$\\
0.50 & $-0.0323$ & $-0.0323$ & $0.0269$\\
0.75 & $-0.0026$ & $-0.0041$ & $0.0403$\\
1.00 & $0.0537$ & $0.0537$ & $0.0537$
\end{tabular}
\end{center}
The quadratic column agrees with LDA at $q=0$, $\tfrac12$ and $1$ by construction. Between these points the deviations show that the LDA energy is not strictly quadratic.

One caution concerns the endpoint $q=1$. The $3p$ level of the full Cl anion comes out at $+0.003$. Since $\partial E/\partial n_i=\varepsilon_i$, a positive level means that the energy would fall if a little of the electron escaped to infinity. The finite basis prevents this, so the LDA value of $A$ refers to an electron held near the atom. The repulsive Coulomb barrier of the anion makes that value stable in practice: $A$ and the level keep their digits as the most diffuse exponent is lowered from $0.02$ to about $0.001$. At the direct minimum both levels are well below zero, and this problem does not arise there.

\subsection*{Why straight lines give neutral atoms}

First, where do the straight lines come from? In exact quantum mechanics an atom that is part of a larger, widely separated system can have a fractional mean electron number. It is then found with integer numbers $N$, with probabilities $p_N$. Its lowest energy at mean number $\bar N$ is the minimum of $\sum_Np_NE_N$, where $E_N$ is the ground-state energy with $N$ electrons, subject to $\sum_Np_N=1$ and $\sum_Np_NN=\bar N$.

Assume that the integer energies are convex, meaning that each further electron removed costs at least as much as the one before. Let $L(N)$ be the straight line through the energies at the two integers on either side of $\bar N$. Convexity says $E_N\ge L(N)$ at every integer, so
\begin{equation}
\sum_Np_NE_N\ge\sum_Np_NL(N)=L(\bar N).
\end{equation}
The last equality holds because $L$ is linear. Mixing just the two neighbouring integers attains the bound, so the fragment energy is piecewise linear. An exact density functional must reproduce it.

Now put $c_{\rm Na}=c_{\rm Cl}=0$ in Eq.~(\ref{eq:quad}). For $0\le q\le1$,
\begin{equation}
\Delta E(q)=(I-A)\,q .
\end{equation}
For $-1\le q\le0$, Cl loses electrons and Na gains them, so different integers and different slopes enter:
\begin{equation}
\Delta E(q)=(I_{\rm Cl}-A_{\rm Na})\,|q| .
\end{equation}
If both brackets are positive, the energy rises on either side of $q=0$. The minimum is a kink there, which is why no derivative vanishes. For transfers beyond one electron, $\Delta E$ is a sum of convex functions of $q$ and hence convex. It keeps rising away from the kink, and neutral atoms are the unique minimum.

The conditions are thus $I_{\rm Na}>A_{\rm Cl}$ and $I_{\rm Cl}>A_{\rm Na}$. If $I_{\rm Na}=A_{\rm Cl}$, every $q$ from 0 to 1 has the same energy. If $I_{\rm Na}<A_{\rm Cl}$, linear energies favour ions even at infinite separation. Linearity removes the fractional minimum; the values of $I$ and $A$ decide which integer wins.

With the LDA integer energies the two brackets are $0.054$ and $0.465$, both positive. The second involves the Na anion, whose highest level is also positive in this basis ($+0.034$), so its value is basis-bound: lowering the most diffuse exponent from $0.02$ to $0.005$ moves the level from $+0.037$ to $+0.028$ and the bracket from $0.466$ to $0.464$, far from a change of sign. These are LDA numbers used to isolate the effect of the interpolation, not exact atomic energies. Minimizing over mixtures of the integer states with charges $-1$, 0 and $+1$ on each atom gives the neutral pair, as the numerical check confirms.

\subsection*{How much curvature does it take?}

Keep the integer energies and multiply the curvature by a factor $\lambda$. Equation~(\ref{eq:qstar}) becomes
\begin{equation}
q^*_\lambda=\frac12-\frac{\Delta}{\lambda C},
\end{equation}
which reaches zero at $\lambda=2\Delta/C\approx0.23$. (Scaling the actual LDA sag below the chord, whose initial slope is steeper than the parabola's, gives about $0.22$.) Below that value the minimum on $0\le q\le1$ is at neutral atoms although the energies are still curved. The reverse transfer, from Cl to Na, is uphill even with the full LDA curvature. Taken from the partly empty spin channel of Cl, it has an initial slope of $0.223$, and half an electron costs $0.171$. That channel matches the vacant Na $3s$ spin orbital only if the two atomic spins are parallel. With the alignment used above an electron entering that orbital must leave the full Cl channel, whose $3p$ level lies deeper, and the cost is higher still: an initial slope of $0.252$, and $0.187$ for half an electron. An approximate functional can therefore give the right charges for this pair without being linear, but a pair with the same curvature $\lambda C$ and $|\Delta|<\lambda C/2$ would again show a fractional charge.

The positive curvature has a direct source in the Hartree energy, which is quadratic in the density. A fraction $f$ of an electron in a fixed orbital repels itself with energy $\tfrac12Jf^2$, where $J>0$ is the Coulomb self-repulsion of the full orbital. In the exact theory, exchange, correlation and orbital relaxation bring the total curvature between integers to zero. In LDA the values $0.163$ and $0.310$ are what remains, and they make it favourable to share the electron between the atoms.

\section*{Table of computed values}
\begin{verbatim}
Spin-polarized LDA (Slater + VWN), s and p of def2-qzvppd
E(Na), neutral                       -161.44114 Ha
E(Na), charge +1/2                   -161.36305 Ha
E(Na), charge +1                     -161.24415 Ha
E(Cl), neutral                       -458.67048 Ha
E(Cl), charge -1/2                   -458.78084 Ha
E(Cl), charge -1                     -458.81377 Ha
Ionization energy I of Na               0.19700 Ha
Electron affinity A of Cl               0.14329 Ha
Gap I - A                               0.05370 Ha
Curvature of Na                         0.16327 Ha
Curvature of Cl                         0.30970 Ha
Total curvature C                       0.47296 Ha
Initial slope, gap - C/2               -0.18278 Ha
Predicted charge q                       0.3865 e
Direct self-consistent charge q          0.3777 e
Predicted energy at minimum            -0.03532 Ha
Predicted energy at minimum              -0.961 eV
Direct energy at minimum               -0.03594 Ha
Direct energy at minimum                 -0.978 eV
Na 3s level, neutral                   -0.11313 Ha
Cl 3p level, neutral                   -0.30464 Ha
Na 3s level at direct minimum          -0.17838 Ha
Cl 3p level at direct minimum          -0.17838 Ha
Cl 3p level, full anion, in basis       0.00346 Ha
Na 3s level, full anion, in basis       0.03417 Ha
Threshold curvature fraction 2gap/C      0.2271
Reverse transfer, I(Cl) - A(Na)         0.46531 Ha
Reverse transfer, initial slope         0.22314 Ha
Reverse transfer of 1/2, LDA            0.17121 Ha
Charge from ensemble minimization        0.0000 e
Change of E(Cl) with d functions        8.0e-13 Ha
Energy relative to neutral atoms, Ha:
q (e)   LDA direct   quadratic   linear
0.00      0.00000     0.00000   0.00000
0.25     -0.03187    -0.03091   0.01343
0.50     -0.03227    -0.03227   0.02685
0.75     -0.00257    -0.00406   0.04028
1.00      0.05370     0.05370   0.05370
\end{verbatim}
